# Flexoelectric field of a relaxing film: leading estimate and first corrections

## 1. Two numbers to explain

A 10 nm film has an in-plane strain that falls from 1% at the substrate to zero at the top. With a flexocoupling coefficient of 10 V and no charge on its faces, a model of this film has an internal electric field of 9.901 MV/m. The round estimate, coefficient times strain gradient, is 10.000 MV/m and has the opposite sign. If a certain surface energy is added, the field at mid-film keeps its value, yet the integral of the field across the film falls from 99.01 to 49.50 mV.

The signs differ because the internal field opposes the flexoelectric drive. The difference in magnitude is a small correction in the inverse susceptibility. The fall of the integral is not small, although it comes from a surface layer much thinner than the film.

## 2. The model and the leading estimate

Let $z$ run from the substrate, $z=0$, to the top surface, $z=h$. The in-plane strain $u(z)$ is the same along both in-plane axes, positive in tension, and prescribed. A uniform coherent film on a thick flat substrate has no such strain gradient; it needs a source, for example dislocations spread over the thickness of the film. A row of them at the interface alone is not enough, because the laterally averaged strain above such a row is uniform. All quantities are averaged laterally. The polarization $P$ and the electric field $E$ point along $z$, positive away from the substrate. SI units are used, since the result is wanted in volts and metres.

The film is paraelectric with susceptibility $\chi$. Its energy per unit area is

$$
W=\int_0^h\left[\frac{\alpha}{2}P^2+\frac g2P'^2-f\,u'P+\frac{(D-P)^2}{2\varepsilon_0}\right]dz,\qquad \alpha=\frac1{\varepsilon_0\chi}.
$$

A prime means $d/dz$. The terms are the cost of polarizing the lattice, the cost of a nonuniform polarization, the flexoelectric coupling and the field energy $\varepsilon_0E^2/2$ with $E=(D-P)/\varepsilon_0$. Without free charge inside the film, $D$ is uniform.

Vary $P$ and integrate the gradient term by parts:

$$
\delta W=\int_0^h\left[\alpha P-gP''-fu'-\frac{D-P}{\varepsilon_0}\right]\delta P\,dz+\big[gP'\,\delta P\big]_0^h .
$$

Since $\delta P$ is arbitrary inside and at the faces,

$$
\alpha P-gP''=E+fu',\qquad P'(0)=P'(h)=0. \tag{1}
$$

The strain gradient enters beside $E$, so it acts as an equivalent field,

$$
E_{\rm fl}=f\,u' .
$$

This is the flexoelectric field. It is a driving term in the constitutive law; the Maxwell field $E$ depends on the electrical conditions as well. The unit of $f$ is the volt, because strain has no unit and $u'$ is an inverse length.

The mean over the film follows by integration, whatever the profile:

$$
\bar E_{\rm fl}=\frac1h\int_0^h f u'\,dz=\frac{f\,[u(h)-u(0)]}{h}=-\frac{f\Delta}{h},\qquad \Delta=u(0)-u(h).
$$

For $\Delta=0.01$ and $h=10$ nm the mean gradient is $-0.01/(10^{-8}\,\mathrm m)=-10^6\ \mathrm{m^{-1}}$. Hence

$$
f=1\ \mathrm V:\ \bar E_{\rm fl}=-1\ \mathrm{MV/m},\qquad
f=10\ \mathrm V:\ \bar E_{\rm fl}=-10\ \mathrm{MV/m}.
$$

In magnitude these are 10 and 100 kV/cm. The minus sign means that the equivalent field points toward the substrate for tensile strain and positive $f$. The potential scale $f\Delta$ is 10 to 100 mV and does not contain the thickness: if $\Delta$ is held fixed, a thinner film has a larger field but the same potential scale.

## 3. What the coefficient contains

**Its size.** The range 1 to 10 V is an input. A dimensional argument makes it plausible. Take a strain gradient $1/a$, where $a$ is the lattice spacing: the strain then changes by order one across a cell. Ions of charge $e$ shift by about $a$, so $P\sim ea/a^3=e/a^2$. The coupling energy of one cell is

$$
f\cdot\frac1a\cdot\frac e{a^2}\cdot a^3=fe .
$$

Setting this equal to the Coulomb energy $e^2/(4\pi\varepsilon_0a)$ gives $f\sim e/(4\pi\varepsilon_0a)$, which is 3.6 V for $a=0.4$ nm. The argument fixes neither the sign nor factors of order one.

**Its tensor structure.** The top surface is free, so force balance makes the laterally averaged normal stress vanish throughout the film. Where $P$ is nearly uniform, the flexoelectric part of this stress, of order $f_{11}P'$, is negligible, which leaves

$$
C_{11}u_{33}+2C_{12}u=0\quad\Rightarrow\quad u_{33}=-\frac{2C_{12}}{C_{11}}\,u .
$$

The normal strain therefore has a gradient too. In a cubic film with axes along the cube edges, both gradients drive $P$:

$$
E_{\rm fl}=f_{11}u_{33}'+2f_{12}u'
=2\left(f_{12}-\frac{C_{12}}{C_{11}}f_{11}\right)u' .
$$

The bracket with its factor 2 is the effective $f$ used in these notes. With $C_{11}=300$ GPa and $C_{12}=100$ GPa, the strain ratio is $-0.667$. If $f_{11}=f_{12}=3$ V, then $f=2(3-1)=4$ V and the mean field is $-4$ MV/m. If instead $f_{12}=f_{11}/3$, the two contributions cancel. The estimate of 1 to 10 MV/m is thus a statement about an effective coefficient of 1 to 10 V, not about each component separately. The relation for $u_{33}$ holds in the interior only. At the faces the coupling $-f_{11}u_{33}'P$ leaves a term $f_{11}P$ even for uniform $P$, which only a strain-gradient elastic energy, absent from this model, can balance. With an elastic gradient length of 0.4 to 0.1 nm, letting $u_{33}$ respond raises the short-circuit polarization of Section 4 by about 1 to 6% for $f_{11}=3$ V, and by far more for $f_{11}$ near 10 V.

## 4. First correction in $1/\chi$

Take a linear strain profile, so that $E_{\rm fl}$ is uniform. A uniform $P$ then satisfies both parts of (1).

**Open circuit.** With no free charge on the faces, $D=0$ and $E=-P/\varepsilon_0$. Equation (1) becomes

$$
\left(\frac1{\varepsilon_0\chi}+\frac1{\varepsilon_0}\right)P=E_{\rm fl}
\quad\Rightarrow\quad
P=\varepsilon_0\frac{\chi}{1+\chi}E_{\rm fl},
$$

and therefore

$$
E=-\frac{\chi}{1+\chi}E_{\rm fl}
=-E_{\rm fl}\left[1-\frac1\chi+\frac1{\chi(1+\chi)}\right].
$$

The last term is the full remainder after the first correction, as putting the bracket over the denominator $\chi(1+\chi)$ shows: $\chi(1+\chi)-(1+\chi)+1=\chi^2$.

For $\chi=100$ and $f=10$ V the leading term is 10 MV/m, the first correction is $-0.1$ MV/m and the remainder is about 0.001 MV/m. The sum is the 9.901 MV/m of the opening. Physically, a small polarization suffices to build up a depolarizing field that nearly cancels the drive. The small part left over, $E+E_{\rm fl}=E_{\rm fl}/(1+\chi)$, is what holds the lattice polarized.

**Short circuit.** Charge now flows between the electrodes until $W$ is also stationary in $D$:

$$
\frac{\partial W}{\partial D}=\int_0^h\frac{D-P}{\varepsilon_0}\,dz=\int_0^hE\,dz=0 .
$$

For uniform $P$ this means $E=0$, and (1) gives $P=\varepsilon_0\chi E_{\rm fl}$. The magnitude is 0.089 µC/cm² for 1 V and 0.885 µC/cm² for 10 V. The same flexoelectric field thus appears as a Maxwell field in one circuit and as a polarization in the other.

These polarizations assume electrodes that screen perfectly. If each electrode has an effective screening length $\lambda$, the potential drops in the electrodes add $2\lambda D/\varepsilon_0$ to the condition above, and

$$
P=\frac{\varepsilon_0\chi E_{\rm fl}}{1+2\chi\lambda/(h+2\lambda)} .
$$

For $\lambda=0.02$ nm the 10 V value falls from 0.885 to 0.633 µC/cm². The short-circuit values below are also for perfect electrodes.

## 5. First correction in the width of the surface layer

Strain may relax faster near the substrate. Let $u=u_0e^{-z/L}$ with the same total drop, so that $u_0=\Delta/(1-e^{-h/L})$. Then

$$
E_{\rm fl}(z)=-F_0e^{-z/L},\qquad F_0=\frac{fu_0}{L},
$$

and the ratio of the interface value to the mean is

$$
R_0=\frac{F_0}{f\Delta/h}=\frac{h/L}{1-e^{-h/L}} .
$$

For $L=5$ nm this is $2/(1-e^{-2})=2.313$. The mean field is unchanged, but the field at the interface is more than twice as large.

The polarization cannot follow this profile right up to the face, because (1) requires $P'(0)=0$. On open circuit define

$$
\kappa=\alpha+\frac1{\varepsilon_0},\qquad \ell=\sqrt{\frac g\kappa},\qquad P-\ell^2P''=-\frac{F_0}{\kappa}e^{-z/L}.
$$

A particular solution is found by inserting a multiple of $e^{-z/L}$. Adding the solution of the homogeneous equation that decays into the film gives

$$
P=-\frac{F_0}{\kappa}\frac{e^{-z/L}}{1-\ell^2/L^2}+Ae^{-z/\ell}.
$$

The layer at the far face is omitted here; its influence at $z=0$ is of order $e^{-h/\ell}$. The condition $P'(0)=0$ reads

$$
\frac{F_0}{\kappa L}\frac1{1-\ell^2/L^2}-\frac A\ell=0
\quad\Rightarrow\quad
A=\frac{F_0}{\kappa}\frac{\ell/L}{1-\ell^2/L^2}.
$$

Hence, using $1-\ell^2/L^2=(1-\ell/L)(1+\ell/L)$,

$$
P(0)=-\frac{F_0}{\kappa}\frac{1-\ell/L}{1-\ell^2/L^2}
=-\frac{F_0}{\kappa}\frac1{1+\ell/L}
=-\frac{F_0}{\kappa}\left(1-\frac\ell L+\dots\right).
$$

The mean of $P$ has no such correction: integrating (1) over the film removes $gP''$, since $P'$ vanishes at both faces. The ratio of interface to mean polarization is therefore $R_0/(1+\ell/L)$.

In the example $\alpha=1.129\times10^9$ V m/C and $1/\varepsilon_0=\chi\alpha=1.129\times10^{11}$ V m/C, so, from the unrounded values, $\kappa=1.141\times10^{11}$ V m/C. With $g=5\times10^{-10}$ J m³/C²,

$$
\ell=\sqrt{\frac{5\times10^{-10}}{1.141\times10^{11}}}\ \mathrm m=0.066\ \mathrm{nm},\qquad \frac\ell L=0.013 .
$$

The corrected ratio is $2.313/1.013=2.283$. Direct numerical minimization of $W$, with the film divided into 1000 elements, also gives 2.283.

The length $\ell$ is shorter than the lattice spacing. The correction is therefore a property of the continuum equations, and its value should not be read as a prediction of the outermost atomic planes. The model also counts all polarization in $P$, so its background permittivity is 1. If $P$ is only the soft-mode part, with a background permittivity $\varepsilon_b$ of 5 to 10 and the same total permittivity of 101, the open-circuit field of Section 4 becomes 9.5 to 9.0 MV/m, $\ell$ becomes 0.15 to 0.20 nm, and the face field of Section 6 falls to about 320 to 220 MV/m. The halving found there is unchanged.

## 6. A thin layer with a leading-order effect

Consider a second form of the coupling, $-\tfrac f2(Pu'-uP')$. Since $(uP)'=u'P+uP'$,

$$
-\frac f2(Pu'-uP')=-fPu'+\frac f2(uP)' .
$$

The two forms differ by a total derivative, which integrates to the surface energy $\tfrac f2[uP]_0^h$. Its variation is $\tfrac f2[u\,\delta P]_0^h$. The bulk equation in (1) is unchanged, but the boundary condition becomes

$$
gP'+\frac f2u=0\qquad\text{at }z=0\text{ and }z=h. \tag{2}
$$

Return to the linear profile with $u(0)=\Delta$ and $u(h)=0$, on open circuit. The interior solution is still $P=-f\Delta/(h\kappa)$. At the top, (2) gives $P'=0$ and no layer forms. At the substrate, add $Be^{-z/\ell}$:

$$
-\frac{gB}{\ell}+\frac{f\Delta}{2}=0
\quad\Rightarrow\quad B=\frac{f\Delta\,\ell}{2g}.
$$

The integral of the layer, again up to terms of order $e^{-h/\ell}$, is

$$
\int_0^hBe^{-z/\ell}dz\simeq B\ell=\frac{f\Delta\,\ell^2}{2g}=\frac{f\Delta}{2\kappa},
$$

because $\ell^2=g/\kappa$. Both $\ell$ and $g$ have dropped out. As the layer narrows its amplitude grows, and its dipole moment per area stays fixed. The interior contributes $-f\Delta/\kappa$, so the total is $-f\Delta/(2\kappa)$, half the earlier value.

The same total follows without solving for the layer. Integrate the bulk equation and insert (2):

$$
\kappa\int_0^hP\,dz=f[u]_0^h+g[P']_0^h=f[u]_0^h-\frac f2[u]_0^h=-\frac{f\Delta}{2}.
$$

On open circuit the integral of $E=-P/\varepsilon_0$ is then

$$
\int_0^hE\,dz=\frac{f\Delta}{2\varepsilon_0\kappa}=\frac{f\Delta}{2}\frac{\chi}{1+\chi}.
$$

For $f=10$ V this is 49.50 mV, against 99.01 mV without the surface energy. Numerical minimization gives these values and the same mid-film field in both cases.

On short circuit $\int E\,dz=0$, so $\alpha$ replaces $\kappa$ in the integrated equation and the mean polarization is again halved, from 0.885 to 0.443 µC/cm² in magnitude. The interior now keeps a Maxwell field. Since $D=\bar P=E_{\rm fl}/(2\alpha)$, the interior equation $\kappa P=E_{\rm fl}+\bar P/\varepsilon_0$ gives

$$
P=\frac{1+\chi/2}{\kappa}E_{\rm fl},\qquad
E=\alpha P-E_{\rm fl}=-\frac{\chi}{2(1+\chi)}E_{\rm fl}.
$$

The last step uses $\alpha/\kappa=1/(1+\chi)$. The potential drop of this interior field is balanced by that of the surface layer.

The factor one half belongs to this particular surface energy with free polarization at the faces. Another surface energy can give another factor. The layer is also thinner than a lattice spacing. For $f=10$ V the equations put a Maxwell field of about 740 MV/m in magnitude at the substrate face, a value with no macroscopic meaning over a fraction of a lattice spacing. The flexoelectric stress neglected in Section 3 is not negligible there either: by (2), $|P'|=f\Delta/(2g)=10^8\ \mathrm{C/m^3}$, so with $f_{11}=3$ V the stress $f_{11}|P'|$ is 0.3 GPa, against $2C_{12}u=2$ GPa. The halving is therefore a result of the continuum equations with prescribed strain, not a prediction for a real interface. The general lesson within the model is that a voltage or charge measured at the terminals does not determine the bulk $f$ by itself.

## 7. Strain also changes the susceptibility

Electrostriction gives a polarization $P$ along $z$ the spontaneous strains $Q_{12}P^2$ in plane and $Q_{11}P^2$ along $z$. The elastic in-plane strain is then $\eta=u-Q_{12}P^2$. With the normal stress relaxed, the normal elastic strain is $-2(C_{12}/C_{11})\eta$, and the elastic energy density is

$$
C_{11}\eta^2+C_{12}\eta^2-\frac{2C_{12}^2}{C_{11}}\eta^2=Y\eta^2,\qquad Y=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .
$$

Here $Y=333$ GPa. Expanding, $Y\eta^2=Yu^2-2YuQ_{12}P^2+O(P^4)$. Comparison with $\tfrac12\alpha P^2$ shows that $\alpha$ shifts by $-4YuQ_{12}$.

With $Q_{12}=-0.04$ m⁴/C² the shift at full strain is $+5.33\times10^8$ V m/C, nearly half of $\alpha$. On open circuit this matters little, because $\alpha$ is added to the much larger $1/\varepsilon_0$: the local correction to $E=-E_{\rm fl}$ rises from about 1% to at most about 1.5%.

On short circuit it matters more. Go back to the coupling without the surface energy, and write $\alpha(z)=\bar\alpha+\delta\alpha(z)$, where $\delta\alpha$ averages to zero. Averaging $\alpha P=E+E_{\rm fl}$ with $\int E\,dz=0$ gives $\overline{\alpha P}=E_{\rm fl}$. The large $1/\varepsilon_0$ keeps $P$ nearly uniform, so to leading order

$$
\bar P=\frac{E_{\rm fl}}{\bar\alpha},\qquad
\bar\alpha=(1.129+0.267)\times10^9=1.396\times10^9\ \mathrm{V\,m/C}.
$$

For $f=10$ V this is $-0.716$ µC/cm², 19% smaller in magnitude than with constant $\chi$. The next correction comes from $P\simeq\bar P(1-\varepsilon_0\delta\alpha)$. It changes $\bar P$ by the relative amount $\varepsilon_0\overline{\delta\alpha^2}/\bar\alpha$, about 0.015%.

For in-plane polarization the two in-plane spontaneous strains are $Q_{11}P^2$ and $Q_{12}P^2$. Each works against the biaxial stress $Yu$, so the energy changes by $-Yu(Q_{11}+Q_{12})P^2$ and the shift is $-2Yu(Q_{11}+Q_{12})$. With $Q_{11}=0.10$ m⁴/C² it is $-4.0\times10^8$ V m/C at full strain. The sum with $\alpha$ stays positive, so the example is locally stable. For the same strain and constants, that sum would turn negative near the substrate once $\chi$ exceeded about 280. Gradient energy resists a polarization confined to a thin layer, so the paraelectric state is lost only at a larger $\chi$; beyond that point the model no longer describes the film.

## 8. The estimate beside a real film

The parameters are round values of the order found in perovskite titanates, not a set for one material. The choice matters for the strain correction of Section 7: with $Q_{12}=-0.0135$ m⁴/C², a value nearer to strontium titanate, and the other constants unchanged, the 19% reduction becomes about 7%. The value $\chi=100$ is an input, not a prediction. A larger $\chi$ leaves $E_{\rm fl}$ unchanged at fixed $f$, but makes the short-circuit polarization larger and more sensitive to strain. Lateral uniformity is an assumption that can fail badly. If the strain relaxes through dislocations, a drop of 1% with a Burgers vector of 0.4 nm needs one line per $0.4/0.01=40$ nm, four times the film thickness, along each in-plane axis. Lines anywhere inside the film give the same mean gradient, but a row at a single height makes the laterally averaged strain a step; the lines must lie at different heights to spread the gradient over the thickness. The strain scale at distance $r$ from a line is $b/(2\pi r)$, with gradient scale $b/(2\pi r^2)$. At 5 nm this is $2.5\times10^6\ \mathrm{m^{-1}}$, two to three times the mean gradient. The field ratio is smaller. For an edge dislocation in an infinite isotropic medium with $\nu=0.25$ and isotropic coupling, the largest local flexoelectric field is about 1.3 times the mean at 5 nm and falls as $1/r^2$. Within about 5 nm of a line the local field can therefore deviate from the lateral mean by more than the mean itself. In the continuum model of Section 6 a surface energy changes the terminal signal by a factor of two; the size of such an effect in a real film is not determined here.

Two other omissions are very small for these numbers. At $f=10$ V a cubic term $10^9P^3$ (SI units) in the field adds 0.007% to the linear term, and the $P^4$ elastic energy dropped in Section 7 adds a further $4YQ_{12}^2P^3$, or 0.015%. The electrostrictive strain $Q_{11}P^2$ is 0.0008%, against the imposed 1%. Screening by free carriers is also weak if their number in the film is fixed. With $10^{17}$ carriers per cm³ the Debye length is 38 nm, several times the thickness, so screening is weak at small potentials. At 100 mV the potential scale exceeds $k_BT/e=26$ mV, so linear screening theory is no longer accurate, but the carriers are few. Their total charge per area is $enh=1.6\times10^{-4}\ \mathrm{C/m^2}$, where $n$ is their density. On open circuit, even if all of them gathered at one face, the field outside the thin surface layers would change by at most $enh/[\varepsilon_0(1+\chi)]=0.18$ MV/m, less than 2% of 9.9 MV/m. Carriers entering from the substrate or an electrode are not included in this bound. Nor is charge adsorbed on the faces, and little of it is needed: opposite charges of $\varepsilon_0\chi|E_{\rm fl}|=0.885$ µC/cm² on the two faces, about 0.009 elementary charges per surface cell, would cancel the open-circuit field at $f=10$ V. The energy $ef\Delta=0.1$ eV is 3% of a rough 3 eV gap, so this potential alone does not bring the valence and conduction bands into overlap.

The upper estimate, 10 MV/m, is about a tenth of a rough breakdown field of 100 MV/m. It equals a rough coercive field of 10 MV/m for a thin ferroelectric film. In such a film the flexoelectric field could therefore be a substantial bias on switching, while at $f=1$ V it would be a tenth of the coercive field. That coercive field is an input, common for films of about 100 nm or more. At 10 nm it is often several times larger: the empirical $h^{-2/3}$ scaling from 10 MV/m at 100 nm gives about 46 MV/m, which would lower the ratio at $f=10$ V to about 0.2. This comparison concerns the driving field; the linear polarization formulas above do not apply to a switching ferroelectric. It also leaves out surface energies: in the continuum model, the one in Section 6 would halve the bias between shorted electrodes. The numerical output below lists the inputs and results.

## Computed results

```
Film thickness: 10.0 nm
Strain drop: 1.00 %
Mean strain gradient: -1.000e+06 1/m
Susceptibility: 100 (dimensionless)
Elastic constants C11, C12: 300, 100 GPa
Electrostriction Q11, Q12: 0.100, -0.040 m^4/C^2
Gradient-energy coefficient: 5.0e-10 J m^3/C^2
Lattice spacing: 0.40 nm
Atomic-scale estimate of f: 3.60 V
f = 1 V: E_fl = -1.000 MV/m
  E_fl converted: -10.0 kV/cm
  Potential scale f*strain: 10.0 mV
  Short-circuit P: -0.0885 uC/cm2
  Open-circuit Maxwell field: 0.990 MV/m
  Short-circuit mean P with surface term: -0.0443 uC/cm2
  Open integral of E, no surface term: 9.90 mV
  Open integral of E, with surface term: 4.95 mV
f = 10 V: E_fl = -10.000 MV/m
  E_fl converted: -100.0 kV/cm
  Potential scale f*strain: 100.0 mV
  Short-circuit P: -0.8854 uC/cm2
  Open-circuit Maxwell field: 9.901 MV/m
  Short-circuit mean P with surface term: -0.4427 uC/cm2
  Open integral of E, no surface term: 99.01 mV
  Open integral of E, with surface term: 49.50 mV
Exponential relaxation length: 5.0 nm
Interface-to-mean field ratio, formula: 2.313
Interface-to-mean ratio, minimization: 2.283
Normal-to-in-plane strain ratio: -0.6667
Tensor example f11, f12: 3.0, 3.0 V
Tensor example effective f: 4.00 V
Tensor example field: -4.000 MV/m
Biaxial modulus: 333.3 GPa
Unstrained inverse susceptibility: 1.129e+09 V m/C
Out-of-plane shift at full strain: 5.333e+08 V m/C
In-plane shift at full strain: -4.000e+08 V m/C
P at f=10 V with electrostriction: -0.7164 uC/cm2
Change of P by electrostriction: -19.1 %
Nonlinear coefficient: 1.0e+09 J m^5/C^4
Nonlinear/linear field at f=10 V: 0.0069 %
Electrostrictive back-strain: 0.00078 %
Misfit-dislocation spacing scale: 40.0 nm
Dislocation gradient at 5 nm: 2.546e+06 1/m
Local/mean gradient scale: 2.55
Temperature, kT/e: 300 K, 25.85 mV
Carrier density: 1.0e+17 cm^-3
Debye screening length: 38.0 nm
Rough coercive field: 10 MV/m
Field/coercive at f=10 V: 1.00
Rough breakdown field: 100 MV/m
Field/breakdown at f=10 V: 0.10
Rough band gap: 3.0 eV
Potential energy/band gap at f=10 V: 0.0333
```
